\section*{Coulomb bound states on Fock's three-sphere: two derivations, part 1}

(Sections cited here and not found follow in the second part.)

\section{Levels that do not depend on $l$}

An electron bound to a point nucleus moves in a central field. Rotational invariance requires only that the $2l+1$ states of one angular momentum $l$ share an energy. For the Coulomb field more happens: $2s$ lies at the energy of $2p$, and $3s$, $3p$, $3d$ coincide, so the level $n$ holds $n^2$ states when spin is ignored. A weak screening of the field removes the coincidence. This suggests a symmetry larger than the rotations of ordinary space, particular to the potential $1/r$ and able to turn an $s$ state into a $p$ state. In momentum space it becomes a rotation of a sphere in four dimensions.

Atomic units are used, $\hbar=m_e=e=4\pi\varepsilon_0=1$. The electron is spinless and non-relativistic, the nucleus is a point of charge $Z$, and the relative motion has reduced mass $\mu$:
\begin{equation}
H=\frac{p^2}{2\mu}-\frac{Z}{r},\qquad
\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r .
\end{equation}
Only bound states are sought: $E<0$, finite norm, finite kinetic energy. For such a state a positive momentum $p_0$ and an abbreviation $A$ are defined by
\begin{equation}
E=-\frac{p_0^2}{2\mu},\qquad A=p^2+p_0^2,\qquad A'=p'^2+p_0^2 .
\label{defs}
\end{equation}

\section{The integral equation in momentum space}

The transform of $1/r$ does not converge absolutely, so it is taken with a factor $e^{-\kappa r}$. With the polar axis along $\mathbf q$, the angular integral of $e^{-iqr\cos\theta}$ is $4\pi\sin(qr)/(qr)$, and
\begin{equation}
\int\frac{e^{-\kappa r}}{r}e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi}{q}\,\mathrm{Im}\int_0^\infty e^{-(\kappa-iq)r}dr
=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{\kappa-iq}=\frac{4\pi}{q^2+\kappa^2}.
\label{yukawa}
\end{equation}
Inserting $\psi=(2\pi)^{-3/2}\int e^{i\mathbf p'\cdot\mathbf r}\phi(\mathbf p')d^3p'$ into the transform of $e^{-\kappa r}\psi/r$ and doing the $\mathbf r$ integral with \eqref{yukawa} at $\mathbf q=\mathbf p-\mathbf p'$ gives
\begin{equation}
\frac{4\pi}{(2\pi)^3}\int\frac{\phi(\mathbf p')\,d^3p'}{|\mathbf p-\mathbf p'|^2+\kappa^2}
=\frac{1}{2\pi^2}\int\frac{\phi(\mathbf p')\,d^3p'}{|\mathbf p-\mathbf p'|^2+\kappa^2}.
\label{conv}
\end{equation}
The limit $\kappa\to0$ is harmless on both sides. In position space, expand $0\le\int|\nabla\psi+\hat{\mathbf r}\psi/2r|^2d^3r$. The cross term is $\int(\hat{\mathbf r}/2r)\cdot\nabla|\psi|^2d^3r=-\tfrac12\int|\psi|^2r^{-2}d^3r$, because $\nabla\cdot(\hat{\mathbf r}/r)=r^{-2}$, and the last term is $+\tfrac14\int|\psi|^2r^{-2}d^3r$. Hence $\int|\psi|^2r^{-2}d^3r\le4\int|\nabla\psi|^2d^3r$: finite kinetic energy makes $\psi/r$ square integrable, and $e^{-\kappa r}\psi/r$ tends to it in norm. In momentum space the kernel is bounded by $1/q^2$, which is integrable for $q<1$ and square integrable for $q>1$, so its convolution with $|\phi|$ is finite for almost every $\mathbf p$ and dominates \eqref{conv}.

The transform of $(H-E)\psi=0$ is then $(p^2/2\mu-E)\phi=(Z/2\pi^2)\int\phi'\,|\mathbf p-\mathbf p'|^{-2}d^3p'$. The sign on the right is positive because the attractive term $-Z/r$ has been moved across. Multiplying by $2\mu$ and using \eqref{defs},
\begin{equation}
A\,\phi(\mathbf p)=\frac{\mu Z}{\pi^2}\int\frac{\phi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p' .
\label{flat}
\end{equation}

\section{Projection on the three-sphere}

\subsection{The map, the chord and the volume element}

Let $u=(\mathbf u,u_4)$ be a point of $\mathbb R^4$, with
\begin{equation}
\mathbf u=\frac{2p_0\,\mathbf p}{A},\qquad u_4=\frac{p^2-p_0^2}{A}.
\label{map}
\end{equation}
Since $4p_0^2p^2+(p^2-p_0^2)^2=(p^2+p_0^2)^2$, the point lies on the unit sphere $S^3$. From $1-u_4=2p_0^2/A$ the map is inverted:
\begin{equation}
A=\frac{2p_0^2}{1-u_4},\qquad \mathbf p=\frac{p_0\,\mathbf u}{1-u_4}.
\label{inverse}
\end{equation}
With $e_4=(\mathbf 0,1)$ this reads $u-e_4=(1-u_4)\,[(\mathbf p/p_0,0)-e_4]$, so $u$ is the point where the line from the pole $e_4$ through $(\mathbf p/p_0,0)$ meets the sphere again, which is stereographic projection. The origin $\mathbf p=0$ goes to the south pole $u_4=-1$, the surface $p=p_0$ to the equator $u_4=0$, and $p\to\infty$ to the north pole. In polar form $u=(\sin\chi\,\hat{\mathbf n},\cos\chi)$ with $\hat{\mathbf n}=\mathbf p/p$ and $p=p_0\cot(\chi/2)$.

For two points, $|u-u'|^2=2-2u\cdot u'$, and
\begin{equation}
1-u\cdot u'=\frac{AA'-(p^2-p_0^2)(p'^2-p_0^2)-4p_0^2\,\mathbf p\cdot\mathbf p'}{AA'} .
\end{equation}
In the first two terms $p^2p'^2$ and $p_0^4$ cancel and the mixed terms add up to $2p_0^2(p^2+p'^2)$. The numerator is therefore $2p_0^2|\mathbf p-\mathbf p'|^2$, and
\begin{equation}
|u-u'|^2=\frac{4p_0^2\,|\mathbf p-\mathbf p'|^2}{AA'} .
\label{chord}
\end{equation}
For neighbouring points $A'\to A$ and the chord becomes the arc, $ds=(2p_0/A)\,|d\mathbf p|$. All directions are stretched by the same factor, so a small cube $d^3p$ goes over into a small cube of volume
\begin{equation}
d\Omega=\Big(\frac{2p_0}{A}\Big)^3d^3p .
\label{jac}
\end{equation}
In polar coordinates $du=(\cos\chi\,\hat{\mathbf n},-\sin\chi)\,d\chi+(\sin\chi\,d\hat{\mathbf n},0)$. The two parts are orthogonal because $\hat{\mathbf n}\cdot d\hat{\mathbf n}=0$, so $ds^2=d\chi^2+\sin^2\chi\,|d\hat{\mathbf n}|^2$ and $d\Omega=\sin^2\chi\,d\chi\,d\omega$, with $d\omega$ the ordinary solid angle. The total is $4\pi\int_0^\pi\sin^2\chi\,d\chi=2\pi^2$.

\subsection{Fock's equation}

Write $\phi=c\,A^{-s}\,\Psi(u)$ with constants $c$ and $s$ still free, and insert \eqref{chord} and \eqref{jac} into \eqref{flat}:
\begin{equation}
c\,A^{1-s}\,\Psi(u)=\frac{\mu Z}{\pi^2}\int c\,A'^{-s}\,\Psi(u')\;\frac{4p_0^2}{AA'\,|u-u'|^2}\;\frac{A'^3}{8p_0^3}\,d\Omega' .
\end{equation}
The powers of $A'$ under the integral cancel if $-s-1+3=0$. The powers of $A$ outside agree if $1-s=-1$. Both conditions give $s=2$, and it is this coincidence that removes every trace of the pole $e_4$. The constants left are $4p_0^2/(8p_0^3\pi^2)=1/(2\pi^2p_0)$, so
\begin{equation}
\Psi=\frac{\mu Z}{p_0}\,K\Psi,\qquad
K\Psi(u)=\frac{1}{2\pi^2}\int_{S^3}\frac{\Psi(u')}{|u-u'|^2}\,d\Omega' .
\label{fock}
\end{equation}
This is Fock's equation. Every step can be reversed, so it is equivalent to \eqref{flat}. An orthogonal transformation $R$ of $\mathbb R^4$ preserves chords and $d\Omega$. Changing the variable $u'\to Ru'$ in \eqref{fock} shows that $\Psi(Ru)$ is a solution whenever $\Psi(u)$ is, which is invariance under $O(4)$. The rotations that fix $e_4$ are the ordinary rotations of $\mathbf p$. The three independent ones that move $e_4$ are new.

The scale $p_0$ of the projection depends on $E$. Equation \eqref{fock} is thus a condition on $p_0$, namely that $p_0/\mu Z$ be an eigenvalue of the fixed operator $K$, and the invariance acts among the states of one energy. It is not a single geometric action on momentum space valid for all levels at once.

The substitution is an identity between operators, valid for any $\phi$. The numerical check evaluates $\pi^{-2}\int\phi'|\mathbf p-\mathbf p'|^{-2}d^3p'$ in flat space and $(c/p_0A)\,K\Psi$ on the sphere by separate quadratures, for the displaced function $\phi=[|\mathbf p-\mathbf a|^2+b^2]^{-2}$ with $b\neq p_0$, which does not solve \eqref{flat}. Both give $0.6172839506$.

If the screening is kept, \eqref{chord} and \eqref{inverse} turn the denominator $|\mathbf p-\mathbf p'|^2+\kappa^2$ into $(AA'/4p_0^2)$ times
\begin{equation}
|u-u'|^2+\frac{\kappa^2}{p_0^2}(1-u_4)(1-u_4') .
\label{screen}
\end{equation}
The second term singles out the fourth axis, and only the ordinary rotations and reflections survive. Nothing then forces different $l$ together.

\subsection{Norms, and two properties of $K$}

From $\phi=cA^{-2}\Psi$ and \eqref{jac}, for any two functions projected with the same $p_0$,
\begin{align}
\int\Psi_1^*\Psi_2\,d\Omega&=\int\frac{A^4\phi_1^*\phi_2}{c^2}\,\frac{8p_0^3}{A^3}\,d^3p=\frac{8p_0^3}{c^2}\int A\,\phi_1^*\phi_2\,d^3p,\\
\int\phi_1^*\phi_2\,d^3p&=\frac{c^2}{8p_0^3}\int\frac{\Psi_1^*\Psi_2}{A}\,d\Omega=\frac{c^2}{16p_0^5}\int\Psi_1^*\Psi_2\,(1-u_4)\,d\Omega .
\end{align}
The choice $c=4p_0^{5/2}$ makes the last prefactor one:
\begin{equation}
\phi=\frac{4p_0^{5/2}}{A^2}\Psi,\quad
\int\Psi_1^*\Psi_2\,d\Omega=\int\frac{A\,\phi_1^*\phi_2}{2p_0^2}d^3p,\quad
\int\phi_1^*\phi_2\,d^3p=\int\Psi_1^*\Psi_2(1-u_4)\,d\Omega .
\label{norms}
\end{equation}
The middle relation shows that finite norm and finite kinetic energy together mean exactly $\Psi\in L^2(S^3)$.

To evaluate $K\Psi$ at a point $u$, take $u$ itself as the polar axis and call $\gamma$ the angle between $u$ and $u'$. Then $|u-u'|^2=2-2\cos\gamma$, and the volume element cancels the singularity:
\begin{equation}
\frac{\sin^2\gamma}{2-2\cos\gamma}=\frac{1+\cos\gamma}{2}.
\label{smooth}
\end{equation}
For $\Psi=1$ this gives $K1=(4\pi/2\pi^2)\int_0^\pi\tfrac12(1+\cos\gamma)\,d\gamma=1$. Let $k(u,u')>0$ be the kernel of $K$; it is symmetric and its integral over either argument is one. Splitting $k=k^{1/2}k^{1/2}$ and using the Cauchy--Schwarz inequality,
\begin{equation}
\iint k\,|f(u)|\,|g(u')|\le\Big(\iint k\,|f(u)|^2\Big)^{1/2}\Big(\iint k\,|g(u')|^2\Big)^{1/2}=\|f\|\,\|g\| .
\label{schur}
\end{equation}
The double integral converges absolutely, the order of integration may be exchanged, and $(f,Kg)=(Kf,g)$ on all of $L^2(S^3)$.

This has a consequence on which both derivations rely. Suppose that eigenspaces $\mathcal H_n$ of finite dimension are known, with distinct eigenvalues $\lambda_n$, and that only the zero function is orthogonal to all of them. If $K\Psi=\lambda\Psi$, then $(\lambda-\lambda_n)(Y,\Psi)=0$ for each $Y\in\mathcal H_n$. Either $\lambda$ differs from all $\lambda_n$, and then $\Psi$ is orthogonal to every $\mathcal H_n$ and vanishes. Or $\lambda=\lambda_n$ for one $n$, and then $\Psi$ minus its projection on $\mathcal H_n$ is orthogonal to everything, so $\Psi\in\mathcal H_n$. A complete list of eigenfunctions therefore settles both the eigenvalues and their multiplicities.

\section{First derivation: potential theory in four dimensions}

\subsection{Harmonic functions inside and outside the sphere}

Let $x\in\mathbb R^4$, $r=|x|$, $\Delta=\sum_{i=1}^4\partial_i^2$. From $\partial_ir^s=s\,r^{s-2}x_i$ one finds $\Delta r^s=s(s-2)r^{s-2}+4s\,r^{s-2}=s(s+2)r^{s-2}$. If $Q$ is a homogeneous polynomial of degree $d$, Euler's relation gives $x\cdot\nabla Q=dQ$, and the product rule yields
\begin{equation}
\Delta(r^sQ)=s(s+2+2d)\,r^{s-2}Q+r^s\Delta Q .
\label{product}
\end{equation}
With $Q=1$ and $s=-2$, the function $1/r^2$ is harmonic away from the origin. The Coulomb kernel on the sphere is thus the restriction of the Newtonian potential of $\mathbb R^4$. Next let $Q=H_k$ be harmonic of degree $k$, and write $H_k(ru)=r^kY(u)$. With $s=-2k-2$ the first term of \eqref{product} vanishes, so both
\begin{equation}
W_{\rm in}=r^kY,\qquad W_{\rm out}=r^{-k-2}Y
\end{equation}
are harmonic, the first everywhere and the second for $r>0$. On $r=1$ they agree, and their radial slopes are $kY$ and $-(k+2)Y$.

\subsection{Green's identity}

Fix $x$ inside the unit ball and set $G(y)=|x-y|^{-2}$. For two functions harmonic in a region, the divergence theorem applied to $G\nabla W-W\nabla G$ gives $\oint(G\,\partial_nW-W\,\partial_nG)=0$ over the boundary, with outward normal $n$.

Apply this first to $W_{\rm in}$ in the unit ball with a small ball of radius $\rho$ around $x$ removed. On the small sphere the outward normal points towards $x$, so $\partial_nG=-\partial_\rho\rho^{-2}=+2\rho^{-3}$, and the area is $2\pi^2\rho^3$. The term $-W\partial_nG$ contributes $-4\pi^2W_{\rm in}(x)$ as $\rho\to0$, and the term $G\,\partial_nW$ is of order $\rho$ and drops out. (This is the statement $\Delta|x|^{-2}=-4\pi^2\delta$. The program tests it on a Gaussian and finds $-39.47841760$, twice the computed area $19.73920880$ with a minus sign.) Therefore
\begin{equation}
4\pi^2W_{\rm in}(x)=\int_{S^3}\big(G\,kY-Y\,\partial_rG\big)\,d\Omega' .
\label{gin}
\end{equation}
Apply the identity next to $W_{\rm out}$ in the shell $1<|y|<L$, which does not contain $x$. On the outer sphere both terms fall as $L^{-k-5}$ while the area grows as $L^3$, so that part vanishes for $L\to\infty$. On the inner sphere the normal is $-\hat r$, an overall sign that can be dropped:
\begin{equation}
0=\int_{S^3}\big(-G\,(k+2)Y-Y\,\partial_rG\big)\,d\Omega' .
\label{gout}
\end{equation}
Subtracting \eqref{gout} from \eqref{gin} removes the term in $\partial_rG$ and leaves the jump of the slope, $k+(k+2)=2k+2$:
\begin{equation}
\frac{1}{2\pi^2}\int_{S^3}\frac{Y(u')}{|ru-u'|^2}\,d\Omega'=\frac{r^k}{k+1}\,Y(u),\qquad r<1 .
\label{layer}
\end{equation}
For $x$ outside the sphere the small ball is cut from the shell instead, the two roles are exchanged, and $r^k$ is replaced by $r^{-k-2}$. In physical terms, a charge layer of density $Y$ on the sphere produces a potential of the same angular shape, with a strength fixed by the jump of the normal field.

The limit $r\to1$ may be taken under the integral. One has $|ru-u'|^2=1+r^2-2r\cos\gamma=(1-r)^2+r|u-u'|^2$, so for $r>\tfrac12$ the integrand is bounded by $2\max|Y|/|u-u'|^2$, which is integrable by \eqref{smooth}. Hence
\begin{equation}
KY=\frac{Y}{k+1}\qquad\text{for every harmonic } Y \text{ of degree } k .
\label{eigA}
\end{equation}

\subsection{Counting and completeness}

Let $P_k$ be the homogeneous polynomials of degree $k$ in four variables and $\mathcal H$ its harmonic subspace. A monomial is a distribution of $k$ powers among four variables, so $\dim P_k=\binom{k+3}{3}$.

No nonzero harmonic polynomial is divisible by $r^2$. Suppose one were, and write it as $r^{2j}Q$ with $j\ge1$ as large as possible and $Q$ of degree $d$. Then \eqref{product} gives $2j(2j+2+2d)Q=-r^2\Delta Q$ with a positive coefficient on the left, so $Q$ is divisible by $r^2$, against the choice of $j$. The map $\Delta:r^2P_{k-2}\to P_{k-2}$ is therefore injective, and between spaces of equal dimension it is bijective. Given $F\in P_k$, there is then exactly one $Q\in P_{k-2}$ with $\Delta(r^2Q)=\Delta F$, and $F-r^2Q$ is harmonic. So $P_k=\mathcal H\oplus r^2P_{k-2}$, and
\begin{equation}
\dim\mathcal H=\binom{k+3}{3}-\binom{k+1}{3}=\frac{(k+1)\big[(k+3)(k+2)-k(k-1)\big]}{6}=(k+1)^2 ,
\label{dim}
\end{equation}
since the bracket equals $6k+6$. A homogeneous polynomial is fixed by its values on the sphere, so the restrictions $Y$ span a space of the same dimension.

Repeating the decomposition on $Q$ and setting $r=1$ shows that every polynomial, restricted to $S^3$, is a finite sum of harmonics. By the Weierstrass approximation theorem polynomials approximate continuous functions uniformly on the sphere, and continuous functions are dense in $L^2$. A function orthogonal to all harmonics is therefore zero, and the remark after \eqref{schur} applies. With $n=k+1$, the eigenvalues of $K$ are $1/n$ with multiplicity $n^2$, and there are no others.

The program builds each harmonic space for $k\le4$ as the numerical null space of the Laplacian on monomials, and tests \eqref{dim}, the direct sum, and \eqref{layer} at $r=\tfrac12$, $1$ and $2$ on every basis vector:
\begin{center}
\begin{tabular}{cccc}
$k$ & $\dim P_k$ & $\dim\mathcal H$ & eigenvalue of $K$\\
0&1&1&1.0000000000\\
1&4&4&0.5000000000\\
2&10&9&0.3333333333\\
3&20&16&0.2500000000\\
4&35&25&0.2000000000
\end{tabular}
\end{center}

\section{Second derivation: averaging on the sphere}

\subsection{The Laplacian on $S^3$}

This route does not use the interior or exterior of the sphere. In orthogonal coordinates the Laplacian is $g^{-1/2}\partial_a(g^{1/2}g^{aa}\partial_af)$, the flux of the gradient out of a coordinate cell divided by the volume of the cell. For $ds^2=d\chi^2+\sin^2\chi\,|d\hat{\mathbf n}|^2$ the volume factor is $\sin^2\chi$ times that of the ordinary sphere, and the inverse metric of the angular part carries $1/\sin^2\chi$:
\begin{equation}
\Delta_S f=\frac{1}{\sin^2\chi}\,\partial_\chi\big(\sin^2\chi\,\partial_\chi f\big)-\frac{L^2f}{\sin^2\chi},
\label{lb}
\end{equation}
where $-L^2$ is the Laplacian of the ordinary sphere, $L^2Y_{lm}=l(l+1)Y_{lm}$. The operator is built from lengths and volumes alone, so it has the form \eqref{lb} whichever point of $S^3$ serves as the pole.

\subsection{Every smooth eigenfunction of $\Delta_S$ is an eigenfunction of $K$}

Let $f$ be smooth on $S^3$ with $\Delta_Sf=-(n^2-1)f$ for an integer $n\ge1$. Choose any point $u$ as the pole, with polar angle $\gamma$, and average over the directions around it, $\bar f(\gamma)=(4\pi)^{-1}\int f\,d\omega$. The integral of $L^2f$ over the closed ordinary sphere vanishes by the divergence theorem, so the average of \eqref{lb} is
\begin{equation}
\frac{1}{\sin^2\gamma}\big(\sin^2\gamma\,\bar f'\big)'+(n^2-1)\bar f=0 .
\end{equation}
Put $\bar f=y/\sin\gamma$. Then $\sin^2\gamma\,\bar f'=y'\sin\gamma-y\cos\gamma$, whose derivative is $(y''+y)\sin\gamma$, and the equation becomes $y''+n^2y=0$. The solution $\cos n\gamma/\sin\gamma$ is unbounded at $\gamma=0$ and is excluded. The other tends to $n$ there, while $\bar f(0)=f(u)$, so
\begin{equation}
\bar f(\gamma)=f(u)\,\frac{\sin n\gamma}{n\sin\gamma}.
\label{mean}
\end{equation}
The kernel depends on $\gamma$ only, so $Kf(u)$ involves $f$ through $\bar f$ alone. With \eqref{smooth},
\begin{equation}
Kf(u)=\frac{4\pi}{2\pi^2}\int_0^\pi\frac{1+\cos\gamma}{2}\,\bar f\,d\gamma
=\frac{f(u)}{n\pi}\int_0^\pi(1+\cos\gamma)\frac{\sin n\gamma}{\sin\gamma}\,d\gamma .
\label{funk}
\end{equation}
Define $I_j=\int_0^\pi\sin j\gamma/\sin\gamma\,d\gamma$. From $\sin(j+2)\gamma-\sin j\gamma=2\cos[(j+1)\gamma]\sin\gamma$ follows $I_{j+2}=I_j$ for $j\ge0$. With $I_0=0$ and $I_1=\pi$, $I_j$ is $\pi$ for odd $j$ and zero for even $j$. Since $\cos\gamma\sin n\gamma=\tfrac12[\sin(n+1)\gamma+\sin(n-1)\gamma]$, the integral in \eqref{funk} is $I_n+\tfrac12(I_{n+1}+I_{n-1})$. For odd $n$ this is $\pi+0$, and for even $n$ it is $0+\pi$. In both cases
\begin{equation}
Kf=\frac{f}{n}.
\label{eigB}
\end{equation}
Because $1-\Delta_S$ has the value $n^2$ on the same functions, $K=(1-\Delta_S)^{-1/2}$ on their span.

The first derivation has given the complete spectrum of $K$, eigenvalues $1/n$ with multiplicity $n^2$, and the second has shown that every smooth solution of $\Delta_Sf=-(n^2-1)f$ satisfies $Kf=f/n$. It remains to construct a complete set of such functions, to obtain the energy levels and states, and to compare the two derivations and work through the example of He$^+$.
